# One-photon exchange in a rectangular Wilson loop and its gauge dependence: a program that tests the result

```python
# Result under test: one-photon exchange between the long sides (length T) of a
# rectangular Euclidean Wilson loop of width R gives V = -alpha/R for every
# covariant gauge parameter xi; the gauge term depends on end points only and
# cancels in the sum over all pairs of sides of the closed loop.
# Symbols: D = photon propagator, G = Fourier transform of 1/k^4 (up to a
# constant), a = short-distance regulator (x^2 -> x^2 + a^2), w = frequency k_4.
# Lengths are in units of R and ln W in units of alpha, so e^2 = 4 pi.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import roots_legendre

PI = np.pi
E2 = 4 * PI
XIS = (0.0, 1.0, 3.0)


def space_1(w, r):
    """Spatial Fourier transform of 1/(k^2+w^2)."""
    return np.exp(-w * r) / (4 * PI * r)


def space_2(w, r):
    """Spatial Fourier transform of 1/(k^2+w^2)^2."""
    return np.exp(-w * r) / (8 * PI * w)


def d44(tau, r, xi):
    """Time-time propagator in position space."""
    x2 = tau**2 + r**2
    return ((1 + xi) / (2 * x2) + (1 - xi) * tau**2 / x2**2) / (4 * PI**2)


def exchange_formula(T, xi):
    """Closed result for the exchange between long sides, R = 1."""
    return (2 * T * np.arctan(T) / PI
            - (3 - xi) * np.log1p(T**2) / (2 * PI))


# Spatial Fourier transforms from their radial integrals
for w, r in ((0.7, 1.0), (1.6, 1.3)):
    for power, closed in ((1, space_1), (2, space_2)):
        radial = quad(lambda k: k / (k**2 + w**2)**power, 0, np.inf,
                      weight='sin', wvar=r, epsabs=1e-10, limlst=200)[0]
        assert abs(radial / (2 * PI**2 * r) - closed(w, r)) < 1e-7

# G is the potential of the massless propagator in four dimensions
xs = sp.symbols('x1:5', positive=True)
square = sum(x**2 for x in xs)
G_sym = -sp.log(square) / (16 * sp.pi**2)
laplacian = sum(sp.diff(G_sym, x, 2) for x in xs)
assert sp.simplify(laplacian + 1 / (4 * sp.pi**2 * square)) == 0

# Position-space propagator from the frequency integral
for tau in (0.4, 2.5):
    for xi in XIS:
        value = quad(lambda w: np.cos(w * tau) / PI
                     * (space_1(w, 1.0) - (1 - xi) * w**2 * space_2(w, 1.0)),
                     0, 45, limit=500, epsabs=1e-12)[0]
        assert abs(value - d44(tau, 1.0, xi)) < 1e-9


# Exchange between long sides from momentum space
def exchange_frequency(T, xi):
    def integrand(w):
        window = T**2 * np.sinc(w * T / (2 * PI))**2
        return window * (space_1(w, 1.0)
                         - (1 - xi) * w**2 * space_2(w, 1.0))
    return E2 / PI * quad(integrand, 0, 45, limit=3000, epsabs=1e-10)[0]


for T in (3.0, 20.0):
    for xi in XIS:
        assert abs(exchange_frequency(T, xi) - exchange_formula(T, xi)) < 1e-7


# Exchange between long sides from position space, with tau = sinh(u)
def exchange_position(T, xi):
    def integrand(u):
        tau = np.sinh(u)
        return 2 * (T - tau) * d44(tau, 1.0, xi) * np.cosh(u)
    return E2 * quad(integrand, 0, np.arcsinh(T), limit=500,
                     epsabs=1e-10, epsrel=1e-11)[0]


R_nm = 0.1
print(f"alpha = {const.alpha:.9f}")
print(f"separation R = {R_nm} nm")
print("Estimate -L/T from long-side exchange, in units of alpha/R:")
for T in (10.0, 100.0, 1000.0, 10000.0):
    row = []
    for xi in XIS:
        L = exchange_position(T, xi)
        assert abs(L - exchange_formula(T, xi)) < 1e-7 * T
        row.append(-L / T)
    print(f" T/R = {T:7.0f}: " + ", ".join(
        f"xi={xi:.0f}: {v:.5f}" for xi, v in zip(XIS, row)))
assert max(abs(v + 1) for v in row) < 1e-3

# Whole loop by double quadrature over all ordered pairs of sides
nodes, weights = roots_legendre(1600)
nodes, weights = (nodes + 1) / 2, weights / 2
a = 0.1


def pair_quadrature(p, q):
    """Contributions to ln W: delta part, and coefficient of (1-xi)."""
    dp, dq = p[1] - p[0], q[1] - q[0]
    z4 = (p[0][0] + nodes * dp[0])[:, None] - (q[0][0] + nodes * dq[0])
    z1 = (p[0][1] + nodes * dp[1])[:, None] - (q[0][1] + nodes * dq[1])
    s = z4**2 + z1**2 + a**2
    dot = dp @ dq
    along = (dp[0] * z4 + dp[1] * z1) * (dq[0] * z4 + dq[1] * z1)
    delta_part = weights @ (dot / (4 * PI**2 * s)) @ weights
    hessian = -(2 * dot / s - 4 * along / s**2) / (16 * PI**2)
    return -E2 / 2 * np.array([delta_part, weights @ hessian @ weights])


def G_reg(z):
    return -np.log(z @ z + a**2) / (16 * PI**2)


def pair_endpoints(p, q):
    return E2 / 2 * (G_reg(p[1] - q[1]) - G_reg(p[1] - q[0])
                     - G_reg(p[0] - q[1]) + G_reg(p[0] - q[0]))


def loop_table(T):
    """Sides 0 and 2 are long, sides 1 and 3 are short."""
    c = [np.array(v, float) for v in ((0, 0), (T, 0), (T, 1), (0, 1))]
    sides = [(c[i], c[(i + 1) % 4]) for i in range(4)]
    table = np.array([[pair_quadrature(p, q) for q in sides] for p in sides])
    ends = np.array([[pair_endpoints(p, q) for q in sides] for p in sides])
    assert np.max(np.abs(table[:, :, 1] - ends)) < 1e-7
    return table


T1, T2 = 20.0, 21.0
first, second = loop_table(T1), loop_table(T2)
g = first[:, :, 1]
groups = {
    "long-long exchange": g[0, 2] + g[2, 0],
    "short-short exchange": g[1, 3] + g[3, 1],
    "self-terms, long sides": g[0, 0] + g[2, 2],
    "self-terms, short sides": g[1, 1] + g[3, 3],
    "long-short pairs": sum(g[i, j] for i in range(4) for j in range(4)
                            if (i + j) % 2),
}
total_gauge = g.sum()
open_gauge = g[:3, :3].sum()
assert abs(sum(groups.values()) - total_gauge) < 1e-10
assert abs(total_gauge) < 1e-7
assert abs(open_gauge - np.log1p(1 / a**2) / (4 * PI)) < 1e-7
assert abs(open_gauge) > 0.1
print(f"Gauge part of ln W, in units of (1-xi)*alpha, T/R={T1:.0f}, a/R={a}:")
for name, value in groups.items():
    print(f" {name}: {value:.6f}")
print(f" sum over closed loop, rounded to 6 digits: {abs(round(total_gauge, 6)):.6f}")
print(f" loop with one short side removed: {open_gauge:.6f}")

# Potential from the growth of ln W between the two lengths
expected = 1 / a - 1 / np.sqrt(1 + a**2)
print(f"Slope between T/R={T1:.0f} and {T2:.0f}, in units of alpha/R:")
for xi in XIS:
    change = (second - first) @ np.array([1.0, 1 - xi])
    V_full = -change.sum() / (T2 - T1)
    V_pair = -(change[0, 2] + change[2, 0]) / (T2 - T1)
    assert abs(V_full - expected) < 1 / T1**3
    print(f" xi={xi:.0f}: full loop {V_full:.5f}, less self-energy"
          f" {V_full - 1 / a:.5f}, exchange only {V_pair:.5f}")
print(f" self-energy of both sources, alpha/a: {1 / a:.5f}")
print(f" regulated exchange limit -alpha/sqrt(R^2+a^2): {expected - 1 / a:.5f}")

# Conversion of the limiting potential, checked against Coulomb's law in SI
R_m = R_nm * 1e-9
V_eV = -const.alpha * const.hbar * const.c / R_m / const.e
V_coulomb = -const.e / (4 * PI * const.epsilon_0 * R_m)
assert abs(V_eV / V_coulomb - 1) < 1e-8
print(f"Limiting potential -alpha/R at R = {R_nm} nm: {V_eV:.5f} eV")
print("no test failed")
```

It prints:

```
alpha = 0.007297353
separation R = 0.1 nm
Estimate -L/T from long-side exchange, in units of alpha/R:
 T/R =      10: xi=0: -0.71619, xi=1: -0.78965, xi=3: -0.93655
 T/R =     100: xi=0: -0.94966, xi=1: -0.96432, xi=3: -0.99363
 T/R =    1000: xi=0: -0.99277, xi=1: -0.99497, xi=3: -0.99936
 T/R =   10000: xi=0: -0.99906, xi=1: -0.99935, xi=3: -0.99994
Gauge part of ln W, in units of (1-xi)*alpha, T/R=20, a/R=0.1:
 long-long exchange: -0.952389
 short-short exchange: -0.000397
 self-terms, long sides: 1.686511
 self-terms, short sides: 0.734519
 long-short pairs: -1.468244
 sum over closed loop, rounded to 6 digits: 0.000000
 loop with one short side removed: 0.367260
Slope between T/R=20 and 21, in units of alpha/R:
 xi=0: full loop 9.00501, less self-energy -0.99499, exchange only -0.94851
 xi=1: full loop 9.00501, less self-energy -0.99499, exchange only -0.96400
 xi=3: full loop 9.00501, less self-energy -0.99499, exchange only -0.99499
 self-energy of both sources, alpha/a: 10.00000
 regulated exchange limit -alpha/sqrt(R^2+a^2): -0.99504
Limiting potential -alpha/R at R = 0.1 nm: -14.39965 eV
no test failed
```
